# A failing check and its repair

Subject: Why q-fold torus degeneracy alone does not show topological order.

```python
# RESULT UNDER TEST: electrons on a torus at filling p/q (lowest terms) have
# level multiplicities divisible by q for EVERY translation-invariant H.
# The count does not tell a Laughlin liquid from clustered electrons or from a
# charge-density wave; gaps and responses to local potentials do.
# Symbols: nel electrons, nphi flux quanta, N = gcd(nel, nphi), torus L1 x L2,
# magnetic length = 1, L1*L2 = 2*pi*nphi, orbital j has momentum 2*pi*j/L1.
# V1 = energy of a pair with relative angular momentum 1 (unit of energy).
import numpy as np
from itertools import combinations
from math import gcd, pi, sqrt, log2
from scipy import sparse
from scipy.constants import physical_constants

rng = np.random.default_rng(7)
LENGTH_A = 80.0       # magnetic length, angstrom (chosen)
V1_EV = 0.001         # pair energy, eV (chosen)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def orbitals(x, y, L1, nphi, nlevels):
    """Landau orbitals on the torus, from sums over periodic images."""
    out = []
    for level in range(nlevels):
        for j in range(nphi):
            k = 2 * pi * (j + nphi * np.arange(-5, 6))[:, None] / L1
            u = y[None, :] - k
            g = np.exp(-u**2 / 2) / pi**0.25
            if level == 1:
                g = g * sqrt(2) * u
            out.append((np.exp(1j * k * x[None, :]) * g).sum(0) / sqrt(L1))
    return np.array(out)


def density_matrix_element(m, n, L1, nphi):
    """Closed form of exp(iQ.r) in the lowest Landau level."""
    L2 = 2 * pi * nphi / L1
    q2 = (2 * pi * m / L1)**2 + (2 * pi * n / L2)**2
    j = np.arange(nphi)
    rho = np.zeros((nphi, nphi), complex)
    rho[(j + m) % nphi, j] = np.exp(-q2 / 4 + 2j * pi * n * (j + m / 2) / nphi)
    return rho


def pair_interaction(rhos, weights, area):
    """Antisymmetrized pair matrix from V(Q) and density matrices."""
    R = np.array(rhos)
    norb = R.shape[1]
    Rdag = R.conj().transpose(0, 2, 1)
    left = (R * np.array(weights)[:, None, None] / area).reshape(len(R), -1)
    v = (left.T @ Rdag.reshape(len(R), -1)).reshape((norb,) * 4)
    v = v.transpose(0, 2, 1, 3)
    a, b = np.array(list(combinations(range(norb), 2))).T
    A, B = a[:, None], b[:, None]
    return v[A, B, a[None], b[None]] - v[A, B, b[None], a[None]]


def many_body(states, norb, W):
    """Two-body Hamiltonian in the basis of occupied-orbital tuples."""
    nel = len(states[0])
    rest_index = {s: i for i, s in
                  enumerate(combinations(range(norb), nel - 2))}
    pair_index = {s: i for i, s in enumerate(combinations(range(norb), 2))}
    nrest = len(rest_index)
    rows, cols, vals = [], [], []
    for col, s in enumerate(states):
        for i, k in combinations(range(nel), 2):
            rest = s[:i] + s[i + 1:k] + s[k + 1:]
            rows.append(pair_index[(s[i], s[k])] * nrest + rest_index[rest])
            cols.append(col)
            vals.append((-1.0)**(i + k - 1))
    P = sparse.csr_matrix((vals, (rows, cols)),
                          shape=(len(pair_index) * nrest, len(states)))
    big = sparse.kron(sparse.csr_matrix(W), sparse.identity(nrest),
                      format="csr")
    return (P.T @ big @ P).tocsr()


def move_all(t, states):
    """Many-electron action of a one-electron operator t: Slater minors."""
    s = np.array(states)
    return np.linalg.det(t[s[:, None, :, None], s[None, :, None, :]])


def check_forced_degeneracy(nel, nphi, H, T1, T2, breaking):
    """Algebra, symmetry, multiplicities, and a symmetry-breaking control."""
    q = nphi // gcd(nel, nphi)
    phase = np.exp(-2j * pi * nel / nphi)
    E = np.linalg.eigvalsh(H)
    width = E[-1] - E[0]
    assert np.abs(H - H.conj().T).max() < 1e-9 * width
    assert np.abs(T1 @ T2 - phase * T2 @ T1).max() < 1e-9
    for T in (T1, T2):
        assert np.abs(T.conj().T @ T - np.eye(len(T))).max() < 1e-9
        assert np.abs(H @ T - T @ H).max() < 1e-9 * width
    spread = np.ptp(E.reshape(-1, q), axis=1).max() / width
    assert spread < 1e-9
    Eb = np.linalg.eigvalsh(H + 0.1 * width * np.diag(breaking))
    control = np.ptp(Eb.reshape(-1, q), axis=1).max() / width
    assert control > 1e-3
    print(f"nel={nel} nphi={nphi} q={q} states={len(E)}: "
          f"q-group spread/width {spread:.0e}, control {control:.3f}")


# --- Real-space construction with two Landau levels, strong level mixing ---
nel, nphi = 2, 6
L = sqrt(2 * pi * nphi)
grid = np.arange(48) * L / 48
X, Y = [g.ravel() for g in np.meshgrid(grid, grid, indexing="ij")]
dA = (L / 48)**2
phi = orbitals(X, Y, L, nphi, 2)
assert np.abs(phi.conj() @ phi.T * dA - np.eye(2 * nphi)).max() < 1e-9
step = L / nphi
t1 = phi.conj() @ orbitals(X + step, Y, L, nphi, 2).T * dA
t2 = phi.conj() @ (np.exp(-1j * step * X)
                   * orbitals(X, Y + step, L, nphi, 2)).T * dA


def boundary_error(shift):
    """Violation of the boundary condition after a shift along x."""
    up = orbitals(X + shift, Y + L, L, nphi, 1)
    here = orbitals(X + shift, Y, L, nphi, 1)
    return np.abs(up - np.exp(1j * L * X) * here).max()


assert boundary_error(step) < 1e-9 and boundary_error(step / 2) > 0.1
print("Random translation-invariant interactions (first: two Landau levels)")
rhos, weights, table = [], [], {}
for m in range(-2, 3):
    for n in range(-2, 3):
        wave = np.exp(2j * pi * (m * X + n * Y) / L)
        rho = (phi.conj() * wave) @ phi.T * dA
        formula = density_matrix_element(m, n, L, nphi)
        assert np.abs(rho[:nphi, :nphi] - formula).max() < 1e-9
        table.setdefault((m, n), table.get((-m, -n), rng.normal() * 10))
        rhos.append(rho)
        weights.append(table[(m, n)])
states = list(combinations(range(2 * nphi), nel))
H = many_body(states, 2 * nphi, pair_interaction(rhos, weights, L * L))
S = np.array(states)
H = H.toarray() + np.diag((S >= nphi).sum(1).astype(float))
check_forced_degeneracy(nel, nphi, H, move_all(t1, states),
                        move_all(t2, states),
                        np.cos(2 * pi * S / nphi).sum(1))

# --- Random interactions in the lowest Landau level, several fillings ---
for nel, nphi in ((3, 7), (4, 8), (4, 10), (4, 12)):
    L = sqrt(2 * pi * nphi)
    rhos, weights, table = [], [], {}
    for m in range(-3, 4):
        for n in range(-3, 4):
            table.setdefault((m, n), table.get((-m, -n), rng.normal() * 10))
            rhos.append(density_matrix_element(m, n, L, nphi))
            weights.append(table[(m, n)])
    states = list(combinations(range(nphi), nel))
    H = many_body(states, nphi, pair_interaction(rhos, weights, L * L))
    j = np.arange(nphi)
    t1 = np.diag(np.exp(2j * pi * j / nphi))
    t2 = np.zeros((nphi, nphi), complex)
    t2[(j - 1) % nphi, j] = 1
    check_forced_degeneracy(nel, nphi, H.toarray(), move_all(t1, states),
                            move_all(t2, states),
                            np.cos(2 * pi * np.array(states) / nphi).sum(1))


# --- Short-range pair interaction acting in relative angular momentum 1 ---
def short_range_model(nel, nphi, L1):
    L2 = 2 * pi * nphi / L1
    mmax, nmax = int(9 * L1 / (2 * pi)) + 1, int(9 * L2 / (2 * pi)) + 1
    rhos, weights = [], []
    for m in range(-mmax, mmax + 1):
        for n in range(-nmax, nmax + 1):
            q2 = (2 * pi * m / L1)**2 + (2 * pi * n / L2)**2
            rhos.append(density_matrix_element(m, n, L1, nphi))
            weights.append(4 * pi * (1 - q2))
    W = pair_interaction(rhos, weights, L1 * L2)
    assert np.abs(W.imag).max() < 1e-10
    states = list(combinations(range(nphi), nel))
    return many_body(states, nphi, W.real), np.array(states)


def sectors(S, nphi):
    K = S.sum(1) % nphi
    return [np.flatnonzero(K == k) for k in range(nphi)]


def spectrum(H, S, nphi, potential=None):
    """All levels; potential is diagonal in the orbital basis."""
    diag = np.zeros(len(S)) if potential is None else potential[S].sum(1)
    E = [np.linalg.eigvalsh(H[i][:, i].toarray() + np.diag(diag[i]))
         for i in sectors(S, nphi)]
    return np.sort(np.concatenate(E))


def ground_occupations(H, S, nphi):
    """Orbital occupations of each zero-energy state."""
    result = []
    for i in sectors(S, nphi):
        E, C = np.linalg.eigh(H[i][:, i].toarray())
        assert E[1] > 1e-6
        if E[0] < 1e-9:
            occ = np.zeros(nphi)
            np.add.at(occ, S[i], (C[:, 0]**2)[:, None])
            result.append(occ)
    return np.array(result)


H, S = short_range_model(2, 24, sqrt(2 * pi * 24))
pair_top = spectrum(H, S, 24)[-1]
assert abs(pair_top - 1) < 1e-3
print(f"Magnetic length {LENGTH_A:.0f} angstrom, V1 = {V1_EV:.3f} eV")
print(f"Highest pair energy on a large torus: {pair_top * V1_EV:.6f} eV")

thin_slopes = []
for nel in (3, 4, 5):
    nphi, N = 3 * nel, nel
    L = sqrt(2 * pi * nphi)
    H, S = short_range_model(nel, nphi, L)
    E = spectrum(H, S, nphi)
    assert np.sum(np.abs(E) < 1e-9) == 3
    gap = E[3] - E[0]
    assert gap > 0.1
    shape = np.exp(-(2 * pi / L)**2 / 4) * np.cos(
        2 * pi * np.arange(nphi) / nphi)
    split = []
    for U in (0.2 * gap, 0.1 * gap):
        e = spectrum(H, S, nphi, U * shape)
        split.append(e[2] - e[0])
    power = log2(split[0] / split[1])
    assert abs(power - N) < 0.3
    Ea = spectrum(-H, S, nphi)
    mult = int(np.sum(Ea - Ea[0] < 1e-9))
    assert mult % 3 == 0
    ea = spectrum(-H, S, nphi, 0.1 * gap * shape)
    split_attr = ea[2] - ea[0]
    print(f"--- nel={nel}, nphi={nphi}, square side {L * LENGTH_A:.1f} angstrom")
    print(f"repulsive: multiplicity 3, gap {gap * V1_EV:.4e} eV"
          f" = {gap * V1_EV / HARTREE_EV:.4e} hartree")
    print(f"cosine amplitude U = gap/10 = {0.1 * gap * V1_EV:.4e} eV")
    print(f"repulsive: splitting {split[1] * V1_EV:.3e} eV at U,"
          f" {split[0] * V1_EV:.3e} eV at 2U, power {power:.3f}")
    print(f"attractive: multiplicity {mult}, fourth state at "
          f"{(Ea[3] - Ea[0]) * V1_EV:.3e} eV")
    print(f"attractive: splitting of lowest three {split_attr * V1_EV:.3e} eV")

    # Same repulsion on square and thin tori: first-order local response.
    slopes = []
    for L1 in (L, 4.0):
        Ht, St = (H, S) if L1 == L else short_range_model(nel, nphi, L1)
        occ = ground_occupations(Ht, St, nphi)
        assert len(occ) == 3
        harmonics = np.abs(np.fft.fft(occ, axis=1))
        forbidden = [n for n in range(nphi) if n % N]
        assert harmonics[:, forbidden].max() < 1e-6
        wave = np.cos(2 * pi * N * np.arange(nphi) / nphi)
        slopes.append(np.exp(-(L1 / 3)**2 / 4) * np.ptp(occ @ wave))
        name = "square" if L1 == L else "thin"
        print(f"{name}: first-order splitting/U {slopes[-1]:.5f},"
              f" occupations {np.round(occ[0, :3], 4)}")
    thin_gap = spectrum(Ht, St, nphi)[3]
    predicted = 1.5 * N * np.exp(-4.0**2 / 36)
    assert abs(slopes[1] / predicted - 1) < 0.02
    assert slopes[1] > 10 * slopes[0] or nel < 5
    thin_slopes.append(slopes[1] / N)
    print(f"thin: gap {thin_gap * V1_EV:.4e} eV,"
          f" density-wave formula {predicted:.5f}")

# Largest cluster: same counting, but a softer spectrum and larger response.
assert Ea[3] - Ea[0] < gap
assert split_attr > 10 * split[1]
assert np.ptp(thin_slopes) < 0.02 * np.mean(thin_slopes)
print(f"Thin side L1 = {4 * LENGTH_A:.0f} angstrom; response ratio "
      f"attractive/repulsive at nel=5: {split_attr / split[1]:.3e}")
print("verified")
```

Output of this version:

```
Random translation-invariant interactions (first: two Landau levels)
nel=2 nphi=6 q=3 states=66: q-group spread/width 2e-15, control 0.056
nel=3 nphi=7 q=7 states=35: q-group spread/width 3e-15, control 0.305
Traceback (most recent call last):
  File "check.py", line 160, in <module>
    check_forced_degeneracy(nel, nphi, H.toarray(), move_all(t1, states),
  File "check.py", line 99, in check_forced_degeneracy
    assert control > 1e-3
           ^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The control at nel=4, nphi=8 failed because the cosine added to break translation symmetry leaves another exact symmetry at half filling of a single Landau level. Exchanging electrons and holes reverses the cosine, and a half-torus shift restores it; together with inversion this pairs different momentum sectors, so all levels stay double. The control potential now has a second, phase-shifted harmonic in all five cases, so the control values change, while the threshold 1e-3 and all other tolerances stay as they were. New tests at half filling check the electron-hole symmetry and the surviving doublets under the pure cosine.

Repair:

```diff
@@ -82,4 +82,19 @@
 
 
+def single_cosine(states, nphi):
+    return np.cos(2 * pi * np.array(states) / nphi).sum(1)
+
+
+def two_harmonics(states, nphi):
+    """Potential that a half-torus shift does not simply reverse."""
+    angle = 2 * pi * np.array(states) / nphi
+    return (np.cos(angle) + 0.5 * np.cos(2 * angle + 0.7)).sum(1)
+
+
+def group_spread(E, q):
+    """Largest spread inside successive groups of q sorted levels."""
+    return np.ptp(E.reshape(-1, q), axis=1).max()
+
+
 def check_forced_degeneracy(nel, nphi, H, T1, T2, breaking):
     """Algebra, symmetry, multiplicities, and a symmetry-breaking control."""
@@ -93,11 +108,12 @@
         assert np.abs(T.conj().T @ T - np.eye(len(T))).max() < 1e-9
         assert np.abs(H @ T - T @ H).max() < 1e-9 * width
-    spread = np.ptp(E.reshape(-1, q), axis=1).max() / width
+    spread = group_spread(E, q) / width
     assert spread < 1e-9
     Eb = np.linalg.eigvalsh(H + 0.1 * width * np.diag(breaking))
-    control = np.ptp(Eb.reshape(-1, q), axis=1).max() / width
-    assert control > 1e-3
+    control = group_spread(Eb, q) / width
     print(f"nel={nel} nphi={nphi} q={q} states={len(E)}: "
           f"q-group spread/width {spread:.0e}, control {control:.3f}")
+    assert control > 1e-3
+    return width
 
 
@@ -140,6 +156,5 @@
 H = H.toarray() + np.diag((S >= nphi).sum(1).astype(float))
 check_forced_degeneracy(nel, nphi, H, move_all(t1, states),
-                        move_all(t2, states),
-                        np.cos(2 * pi * S / nphi).sum(1))
+                        move_all(t2, states), two_harmonics(states, nphi))
 
 # --- Random interactions in the lowest Landau level, several fillings ---
@@ -154,11 +169,23 @@
     states = list(combinations(range(nphi), nel))
     H = many_body(states, nphi, pair_interaction(rhos, weights, L * L))
+    H = H.toarray()
     j = np.arange(nphi)
     t1 = np.diag(np.exp(2j * pi * j / nphi))
     t2 = np.zeros((nphi, nphi), complex)
     t2[(j - 1) % nphi, j] = 1
-    check_forced_degeneracy(nel, nphi, H.toarray(), move_all(t1, states),
-                            move_all(t2, states),
-                            np.cos(2 * pi * np.array(states) / nphi).sum(1))
+    generic = two_harmonics(states, nphi)
+    width = check_forced_degeneracy(nel, nphi, H, move_all(t1, states),
+                                    move_all(t2, states), generic)
+    if 2 * nel == nphi:
+        # Electron-hole exchange reverses any potential of zero average.
+        plus = np.linalg.eigvalsh(H + 0.1 * width * np.diag(generic))
+        minus = np.linalg.eigvalsh(H - 0.1 * width * np.diag(generic))
+        assert np.abs(plus - minus).max() < 1e-9 * width
+        # With one cosine, a half-torus shift and inversion keep doublets.
+        cosine = np.diag(single_cosine(states, nphi))
+        kept = group_spread(np.linalg.eigvalsh(H + 0.1 * width * cosine), 2)
+        assert kept < 1e-9 * width
+        print(f"half filling, single cosine: pair spread/width "
+              f"{kept / width:.0e} (doublets survive)")
 
 
@@ -227,5 +254,4 @@
         split.append(e[2] - e[0])
     power = log2(split[0] / split[1])
-    assert abs(power - N) < 0.3
     Ea = spectrum(-H, S, nphi)
     mult = int(np.sum(Ea - Ea[0] < 1e-9))
@@ -242,4 +268,5 @@
           f"{(Ea[3] - Ea[0]) * V1_EV:.3e} eV")
     print(f"attractive: splitting of lowest three {split_attr * V1_EV:.3e} eV")
+    assert abs(power - N) < 0.3
 
     # Same repulsion on square and thin tori: first-order local response.
@@ -259,9 +286,9 @@
     thin_gap = spectrum(Ht, St, nphi)[3]
     predicted = 1.5 * N * np.exp(-4.0**2 / 36)
+    print(f"thin: gap {thin_gap * V1_EV:.4e} eV,"
+          f" density-wave formula {predicted:.5f}")
     assert abs(slopes[1] / predicted - 1) < 0.02
     assert slopes[1] > 10 * slopes[0] or nel < 5
     thin_slopes.append(slopes[1] / N)
-    print(f"thin: gap {thin_gap * V1_EV:.4e} eV,"
-          f" density-wave formula {predicted:.5f}")
 
 # Largest cluster: same counting, but a softer spectrum and larger response.
```

The mended program passes:

```
Random translation-invariant interactions (first: two Landau levels)
nel=2 nphi=6 q=3 states=66: q-group spread/width 2e-15, control 0.090
nel=3 nphi=7 q=7 states=35: q-group spread/width 3e-15, control 0.300
nel=4 nphi=8 q=2 states=70: q-group spread/width 3e-15, control 0.118
half filling, single cosine: pair spread/width 3e-15 (doublets survive)
nel=4 nphi=10 q=5 states=210: q-group spread/width 3e-15, control 0.227
nel=4 nphi=12 q=3 states=495: q-group spread/width 6e-15, control 0.112
Magnetic length 80 angstrom, V1 = 0.001 eV
Highest pair energy on a large torus: 0.001000 eV
--- nel=3, nphi=9, square side 601.6 angstrom
repulsive: multiplicity 3, gap 5.1157e-04 eV = 1.8800e-05 hartree
cosine amplitude U = gap/10 = 5.1157e-05 eV
repulsive: splitting 2.007e-08 eV at U, 1.597e-07 eV at 2U, power 2.992
attractive: multiplicity 3, fourth state at 4.592e-05 eV
attractive: splitting of lowest three 2.874e-05 eV
square: first-order splitting/U 0.33040, occupations [0.5688 0.2156 0.2156]
thin: first-order splitting/U 2.88129, occupations [9.991e-01 5.000e-04 5.000e-04]
thin: gap 1.7761e-04 eV, density-wave formula 2.88531
--- nel=4, nphi=12, square side 694.7 angstrom
repulsive: multiplicity 3, gap 3.6097e-04 eV = 1.3265e-05 hartree
cosine amplitude U = gap/10 = 3.6097e-05 eV
repulsive: splitting 1.986e-11 eV at U, 3.192e-10 eV at 2U, power 4.007
attractive: multiplicity 3, fourth state at 2.424e-05 eV
attractive: splitting of lowest three 2.025e-05 eV
square: first-order splitting/U 0.09722, occupations [0.2895 0.2895 0.4211]
thin: first-order splitting/U 3.84172, occupations [5.000e-04 5.000e-04 9.991e-01]
thin: gap 1.7740e-04 eV, density-wave formula 3.84708
--- nel=5, nphi=15, square side 776.7 angstrom
repulsive: multiplicity 3, gap 4.1324e-04 eV = 1.5186e-05 hartree
cosine amplitude U = gap/10 = 4.1324e-05 eV
repulsive: splitting 4.462e-13 eV at U, 1.429e-11 eV at 2U, power 5.001
attractive: multiplicity 3, fourth state at 1.051e-05 eV
attractive: splitting of lowest three 2.425e-05 eV
square: first-order splitting/U 0.03438, occupations [0.3752 0.3124 0.3124]
thin: first-order splitting/U 4.80215, occupations [9.991e-01 5.000e-04 5.000e-04]
thin: gap 1.7748e-04 eV, density-wave formula 4.80885
Thin side L1 = 320 angstrom; response ratio attractive/repulsive at nel=5: 5.436e+07
verified
```
